\section*{An electron above liquid helium: image binding and linear Stark tuning}

\section{Problem}

An electron is in vacuum at height $z>0$ above the flat surface of liquid helium, which fills the half space $z<0$. The liquid is treated as a dielectric with static relative permittivity $\epsilon=1.057$, the value for $^4$He near 1 K, and the electron is assumed unable to enter it. Motion parallel to the surface is free and separates from the vertical motion, which is the subject here.

\begin{enumerate}
\item Find the potential energy $V(z)$ of the electron due to the polarization it induces in the liquid.
\item Find the bound levels of the vertical motion and the binding energy of the lowest one.
\item A uniform electric field of strength $F$, pointing away from the liquid, presses the electron towards the surface. Find how the frequency of the transition from the first to the second level changes with $F$ to first order, and the range of fields in which the first-order law is good.
\end{enumerate}

The electron charge is $-e$ with $e>0$, and its mass is $m$. The Bohr radius is $a_0=4\pi\epsilon_0\hbar^2/(me^2)$ and the Rydberg energy is $\mathrm{Ry}=e^2/(8\pi\epsilon_0a_0)=\hbar^2/(2ma_0^2)$.

\section{The image potential}

Both the estimate and the exact solution need $V(z)$. Consider a charge $q$ at height $z$. At a surface point a horizontal distance $\rho$ away, at distance $s=\sqrt{\rho^2+z^2}$ from the charge, the upward component of the field of $q$ alone is
\begin{equation}
E_0=-\frac{qz}{4\pi\epsilon_0s^3}.
\end{equation}
The uniform liquid contains no free charge, so its bound charge lies on the surface, with some density $\sigma$. A flat sheet of charge produces a normal field $+\sigma/(2\epsilon_0)$ just above itself and $-\sigma/(2\epsilon_0)$ just below; distant parts of the sheet contribute nothing to the normal component in its own plane. The density equals the normal polarization just inside the liquid:
\begin{equation}
\sigma=(\epsilon-1)\epsilon_0\left(E_0-\frac{\sigma}{2\epsilon_0}\right).
\end{equation}
Collecting the terms in $\sigma$ gives $\sigma(\epsilon+1)/2=(\epsilon-1)\epsilon_0E_0$, so
\begin{equation}
\sigma=2\,\frac{\epsilon-1}{\epsilon+1}\,\epsilon_0E_0=8Z\epsilon_0E_0,
\qquad Z=\frac{\epsilon-1}{4(\epsilon+1)}.
\end{equation}
For the electron, $q=-e$ makes $E_0$ and $\sigma$ positive, and the force is attractive.

A ring of the surface with radius $\rho$ and width $d\rho$ carries the charge $2\pi\rho\,\sigma\,d\rho$. Its vertical field at the position of $q$ has the factor $z/(4\pi\epsilon_0s^3)$. With $\sigma=-2Zqz/(\pi s^3)$, the force on $q$ is
\begin{align}
K(z)&=q\int_0^\infty\left(-\frac{2Zqz}{\pi s^3}\right)\frac{z}{4\pi\epsilon_0s^3}\,2\pi\rho\,d\rho
=-\frac{Zq^2z^2}{\pi\epsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^3}\nonumber\\
&=-\frac{Zq^2z^2}{\pi\epsilon_0}\,\frac{1}{4z^4}
=-\frac{Zq^2}{4\pi\epsilon_0z^2}.
\end{align}
The potential energy, taken as zero at infinity, is minus the integral of this force from infinity to $z$. With $q^2=e^2$,
\begin{equation}
V(z)=-\int_\infty^zK(z')\,dz'=-\frac{Ze^2}{4\pi\epsilon_0z}.
\label{eq:V}
\end{equation}

The force is that of an image charge $-4Zq$ at depth $z$, a distance $2z$ from the real charge. A fixed charge of that size would give the energy $-4Zq^2/(4\pi\epsilon_0\,2z)$, twice the result (\ref{eq:V}). The difference arises because the image is induced: it retreats as the electron retreats, so the work has to be found from the force.

Equation (\ref{eq:V}) is the attraction of a nucleus of charge $Ze$, with $z$ in place of the radius. For the given permittivity,
\begin{equation}
Z=\frac{0.057}{4\times2.057}=0.006928 .
\end{equation}

\section{First estimate by scaling}

Suppose that the $n$th state extends over a height $d$. The wave function must fit about $n$ half-waves into $d$, so its momentum is proportional to $n\hbar/d$. With the numerical factor, which is $\pi$ for exact half-waves, simply set to one, its energy is roughly
\begin{equation}
E(d)\approx\frac{n^2\hbar^2}{2md^2}-\frac{Ze^2}{4\pi\epsilon_0d}.
\end{equation}
Setting the derivative to zero,
\begin{equation}
-\frac{n^2\hbar^2}{md^3}+\frac{Ze^2}{4\pi\epsilon_0d^2}=0
\quad\Longrightarrow\quad
d_n=n^2b,\qquad b=\frac{a_0}{Z}.
\end{equation}
At this $d$ the kinetic term is half the size of the potential term, so the energy is half the potential term:
\begin{equation}
E_n\approx-\frac{Ze^2}{8\pi\epsilon_0n^2b}=-\frac{Z^2\,\mathrm{Ry}}{n^2}.
\end{equation}
The length is $b=7.64$ nm, and the binding energy for $n=1$ is of order $Z^2\,\mathrm{Ry}\approx0.7$ meV. The numerical factor is not secured by this argument: a kinetic term larger by a factor $c$ would make $d_n$ larger and the binding smaller by the same factor.

The field exerts a downward force $eF$ on the electron and adds the energy $+eFz$. Estimating $z$ by $d_n$, the level shifts are $eFn^2b$, and the transition energy grows by about
\begin{equation}
(4-1)\,beF=3beF .
\end{equation}
A field of 1 V/cm is 100 V/m, so this is $3\times7.64\times10^{-9}\times100$ eV $=2.29\times10^{-3}$ meV. One meV corresponds to 241.8 GHz, and the estimated tuning is 0.55 GHz per V/cm.

The shift should be linear as long as the applied force is weak compared with the image force at the height of the electron. At $z=b$ the two are equal for the field
\begin{equation}
F_0=\frac{Ze}{4\pi\epsilon_0b^2}=\frac{2Z^2\,\mathrm{Ry}}{eb}=1710\ \text{V/cm},
\end{equation}
where the second form uses $e^2/(4\pi\epsilon_0)=2a_0\mathrm{Ry}$ and $a_0=Zb$. At $z=4b$, the estimated height of the second state, the image force is 16 times weaker. Linearity therefore requires $F\ll F_0/16\approx107$ V/cm.

\section{Exact solution}

\subsection{Levels and wave functions}

The vertical wave function $u(z)$ obeys
\begin{equation}
-\frac{\hbar^2}{2m}u''-\frac{Ze^2}{4\pi\epsilon_0z}u=Eu,\qquad u(0)=0,\qquad \int_0^\infty|u|^2dz=1 .
\end{equation}
This is the equation for $u=rR(r)$ in the $s$ states of a hydrogenic atom of nuclear charge $Ze$, with the same condition at the origin. What differs is the meaning of the coordinate: here $|u|^2$ is the probability density along a line, and there are no states of higher angular momentum.

Let $x=z/b$ and measure energies in units of $2Z^2\,\mathrm{Ry}$. Since $\hbar^2/(2mb^2)=Z^2\,\mathrm{Ry}$ and $Ze^2/(4\pi\epsilon_0b)=2Z^2\,\mathrm{Ry}$, the equation becomes
\begin{equation}
-\tfrac12u''-\frac{u}{x}=\varepsilon u,\qquad \varepsilon=\frac{E}{2Z^2\,\mathrm{Ry}}=-\frac{1}{2\nu^2},
\label{eq:scaled}
\end{equation}
where primes now denote derivatives with respect to $x$ and $\nu>0$ labels a negative energy. At large $x$ the decaying solution behaves mainly as $e^{-x/\nu}$, which suggests $u=w\,e^{-x/\nu}$. Then $u''=(w''-2w'/\nu+w/\nu^2)e^{-x/\nu}$, and the terms in $w/\nu^2$ cancel:
\begin{equation}
w''-\frac2\nu w'+\frac2xw=0 .
\end{equation}
Insert $w=\sum_{k\ge1}c_kx^k$, which starts at $k=1$ because $u(0)=0$. The coefficient of $x^{k-1}$ gives
\begin{equation}
k(k+1)\,c_{k+1}=2\left(\frac k\nu-1\right)c_k .
\end{equation}
If the series does not end, $c_{k+1}/c_k$ approaches $2/(\nu k)$ for large $k$. This is the growth of the series of $e^{2x/\nu}$, so $u$ would increase as $e^{x/\nu}$ and could not be normalized. The series ends when $\nu$ equals a positive integer $n$. Hence
\begin{equation}
E_n=-\frac{Z^2\,\mathrm{Ry}}{n^2},\qquad n=1,2,3,\dots
\end{equation}

For $n=1$, $w\propto x$. For $n=2$, $c_2=-c_1/2$. The normalization integrals are $\int_0^\infty x^2e^{-2x}dx=1/4$ and $\int_0^\infty(x^2-x^3+x^4/4)e^{-x}dx=2-6+6=2$, so that, normalized in $x$,
\begin{equation}
u_1=2x\,e^{-x},\qquad u_2=\frac{1}{\sqrt2}\left(x-\frac{x^2}{2}\right)e^{-x/2}.
\end{equation}

The binding energy is
\begin{equation}
-E_1=(0.006928)^2\times13.6057\ \text{eV}=0.653\ \text{meV},
\end{equation}
which corresponds to a temperature of 7.6 K. The second level lies at $-0.163$ meV, and the transition between the two has the energy 0.490 meV and the frequency 118 GHz.

The result depends strongly on the permittivity, because $Z$ contains the small difference $\epsilon-1$. Differentiating $\ln Z^2$ gives
\begin{equation}
\frac{d\ln|E_1|}{d\epsilon}=\frac{2}{\epsilon-1}-\frac{2}{\epsilon+1}=\frac{4}{\epsilon^2-1}\approx34 .
\end{equation}
A change of 0.001 in $\epsilon$ thus changes the binding by 3.4 percent: it is 0.631 meV for $\epsilon=1.056$ and 0.675 meV for $\epsilon=1.058$. Two digits, 0.65 meV, are what the input supports. The isotope and the temperature matter much more than this rounding, because $\epsilon-1$ follows the density. The Clausius--Mossotti relation gives $\epsilon\approx1.049$ for $^4$He at 4.2 K and $\epsilon\approx1.043$ for cold $^3$He, and the binding is then about 0.49 and 0.37 meV.

\subsection{Mean height}

The first-order shift needs $\langle z\rangle$. Write (\ref{eq:scaled}) as $u''=2(v-\varepsilon)u$ with $v=-1/x$, multiply by $x^2u'$ and integrate from 0 to $\infty$. All boundary terms below vanish: at infinity because $u$ decays exponentially, and at the origin because each contains a factor $x$ or $u(0)=0$. The left side is
\begin{align}
\int x^2u'u''\,dx&=\tfrac12\int x^2(u'^2)'\,dx=-\int x\,u'^2\,dx\nonumber\\
&=\int u\,(xu')'\,dx=\int uu'\,dx+\int x\,uu''\,dx .
\end{align}
The integral of $uu'=(u^2)'/2$ is zero. Replacing $u''$ in the last term gives $2\langle x(v-\varepsilon)\rangle$. The right side is
\begin{equation}
\int x^2(v-\varepsilon)(u^2)'\,dx=-2\langle x(v-\varepsilon)\rangle-\langle x^2v'\rangle .
\end{equation}
Equating the two sides,
\begin{equation}
4\langle x(v-\varepsilon)\rangle+\langle x^2v'\rangle=0 .
\end{equation}
Here $xv=-1$ and $x^2v'=1$, so $-4-4\varepsilon\langle x\rangle+1=0$. With $\varepsilon=-1/(2n^2)$,
\begin{equation}
\langle x\rangle_n=-\frac{3}{4\varepsilon}=\frac{3n^2}{2},\qquad \langle z\rangle_n=\frac32n^2b .
\end{equation}
The mean heights are 11.5 nm for $n=1$ and 45.8 nm for $n=2$.

\subsection{Linear Stark tuning}

Each level of the vertical motion is nondegenerate, so its first-order shift is the mean of the perturbation $eFz$:
\begin{equation}
\Delta E_n=eF\langle z\rangle_n=\frac32n^2\,beF .
\end{equation}
The transition frequency $\nu_{12}=(E_2-E_1)/h$ therefore changes by
\begin{equation}
h\,\Delta\nu_{12}=\frac32(4-1)\,beF=\frac92\,beF .
\label{eq:linear}
\end{equation}
For 1 V/cm the energy is $(45.83-11.46)\times10^{-9}\times100$ eV $=3.44\times10^{-3}$ meV, and
\begin{equation}
\frac{\Delta\nu_{12}}{F}=0.83\ \text{GHz per V/cm}.
\end{equation}

The analogy with the atom must not be carried over to the field. In a three-dimensional atom a uniform field adds a term proportional to $r\cos\theta$, whose mean in an $s$ state vanishes by symmetry. The ground level of the atom therefore has no first-order shift. Its $n=2$ level does split linearly, by $\pm3beF$, but only because the field mixes the degenerate $2s$ and $2p$ states, a mechanism with no counterpart here. Above the liquid the added term is proportional to $z$, which plays the part of $r$ and is positive throughout. The wall has removed the reflection symmetry, and every state has a mean displacement from the surface.

\subsection{Where the linear law ends}

The next term in $F$ sets the range of validity. In scaled units the perturbation is $fx$ with $f=F/F_0$. Let $h_0$ be the operator on the left of (\ref{eq:scaled}). The first-order correction $f\phi_n$ to the wave function and the second-order energy $f^2\varepsilon_n^{(2)}$ follow from
\begin{equation}
(h_0-\varepsilon_n)\phi_n=(\langle x\rangle_n-x)u_n,\qquad
\varepsilon_n^{(2)}=\int_0^\infty u_n\,(x-\langle x\rangle_n)\,\phi_n\,dx .
\label{eq:second}
\end{equation}
Adding a multiple of $u_n$ to $\phi_n$ changes neither equation. For $\phi_n=p\,e^{-x/n}$, the same differentiation as before gives
\begin{equation}
(h_0-\varepsilon_n)\phi_n=\left(-\tfrac12p''+\tfrac1np'-\tfrac px\right)e^{-x/n}.
\end{equation}

For $n=1$ take $p=-x^3$. The bracket is $3x-3x^2+x^2=3x-2x^2$, which equals $(3/2-x)\,2x$ as required. Then
\begin{equation}
\varepsilon_1^{(2)}=\int_0^\infty(-2x^5+3x^4)\,e^{-2x}dx=-\frac{15}{4}+\frac94=-\frac32 .
\end{equation}

For $n=2$ take $p=(x^4/2-2x^3)/\sqrt2$. Apart from the factor $1/\sqrt2$, the bracket is
\begin{equation}
(-3x^2+6x)+(x^3-3x^2)-\left(\tfrac12x^3-2x^2\right)=6x-4x^2+\tfrac12x^3,
\end{equation}
which equals $(6-x)(x-x^2/2)$ as required. The energy is
\begin{align}
\varepsilon_2^{(2)}&=\frac12\int_0^\infty\left(-6x+4x^2-\tfrac12x^3\right)\left(\tfrac12x^4-2x^3\right)e^{-x}dx\nonumber\\
&=\frac12\int_0^\infty\left(-\tfrac14x^7+3x^6-11x^5+12x^4\right)e^{-x}dx\nonumber\\
&=\frac12\,(-1260+2160-1320+288)=-66 .
\end{align}

Both terms are negative. Since $dE_n/dF=e\langle z\rangle$ in the state deformed by the field, this means that a pressing field lowers the mean height and so weakens its own further effect. For the transition,
\begin{equation}
\frac{h\,\Delta\nu_{12}}{2Z^2\,\mathrm{Ry}}=\frac92f-\frac{129}{2}f^2+\dots
\label{eq:quad}
\end{equation}
The quadratic term is the fraction $(43/3)f$ of the linear one. It reaches one percent at $f=3/4300$, that is, at
\begin{equation}
F=\frac{3}{4300}\times1710\ \text{V/cm}=1.2\ \text{V/cm}.
\end{equation}

\section{Comparison}

\textbf{Energy.} The estimate and the exact solution give the same formula for $E_n$. The agreement of the prefactor is due to the choice $n\hbar/d$ for the momentum; scaling alone fixes only the dependence on $Z$ and $n$. With $n\pi\hbar/d$, the momentum of exactly $n$ half-waves in $d$, the same estimate would give a binding $\pi^2$ times smaller, 0.066 meV for $n=1$.

\textbf{Tuning.} The estimate $3beF$ is two thirds of the exact $\frac92beF$, or 0.55 against 0.83 GHz per V/cm. The length $n^2b$ that minimizes the estimated energy is smaller than the mean height $\frac32n^2b$. The estimate identifies the two, although the energy is governed by the mean of $1/z$ and the Stark shift by the mean of $z$.

\textbf{Range.} Taken formally, the two terms of (\ref{eq:quad}) become equal in size at $f=3/43$, or 119 V/cm, close to the estimated limit of 107 V/cm. The condition $F\ll107$ V/cm has to be taken seriously, however. The following shifts of the transition frequency compare the linear law (\ref{eq:linear}) with a numerical solution of the half-line problem including the field.

\begin{center}
\begin{tabular}{rrr}
$F$ (V/cm) & linear (GHz) & solved (GHz)\\
1 & 0.831 & 0.824\\
10 & 8.31 & 7.76\\
50 & 41.6 & 33.1\\
100 & 83.1 & 58.9
\end{tabular}
\end{center}

At 10 V/cm the linear law is too high by 7 percent of the solved shift, and at 100 V/cm by 41 percent. Including the quadratic term gives 7.61 GHz at 10 V/cm, which is 2 percent too low. The coefficient 0.83 GHz per V/cm is thus the slope at zero field; at 50 V/cm even the quadratic formula (\ref{eq:quad}) is poor, giving 24.1 GHz against the solved 33.1 GHz.

The numerical check tests the potential (\ref{eq:V}) by summing the surface polarization, and the levels, wave functions, mean heights and second-order coefficients by diagonalizing the Hamiltonian on a grid.

\textbf{Limits of the model.} As $\epsilon\to1$, $Z$ tends to zero and the state spreads without limit, since $b=a_0/Z$. As $\epsilon\to\infty$, the case of an ideal conductor, $Z\to1/4$ and the formula gives a binding of $\mathrm{Ry}/16=0.85$ eV with $b=4a_0$, about 0.2 nm. A sharp surface and a continuous dielectric are then doubtful, because the electron would sit at atomic distances. Above helium the length $b=7.64$ nm is much larger than atomic distances, which is what makes the model reasonable. It still omits the gradual fall of the liquid density at the surface and the finite height of the barrier. Both change the potential near $z=0$, and their effect on the levels is not contained in the numbers above. The effect is of the order of several percent. With a barrier of 1 eV and the image term cut off as $-Ze^2/(4\pi\epsilon_0(z+\beta))$, the choice $\beta=0.1$ nm gives a binding of 0.69 meV, a transition at about 126 GHz and a zero-field slope of 0.82 GHz per V/cm. For $\beta$ from 0.05 to 0.2 nm the transition moves from 131 to 118 GHz and the slope from 0.81 to 0.83 GHz per V/cm. For the real surface, 118 GHz is therefore uncertain by several percent, while the tuning rate is uncertain by only a few percent.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity eps (input): 1.057
effective charge Z: 0.006928
Rydberg energy: 13.6057 eV
Bohr radius a0: 0.052918 nm
effective Bohr radius b: 7.639 nm
E_1 formula: -0.65295 meV
E_1 diagonalization: -0.65295 meV
E_2 formula: -0.16324 meV
E_2 diagonalization: -0.16324 meV
E_3 formula: -0.07255 meV
E_3 diagonalization: -0.07255 meV
binding energy: 0.6530 meV
binding energy / k_B: 7.58 K
binding energy for eps = 1.056: 0.6309 meV
binding energy for eps = 1.058: 0.6754 meV
1->2 energy: 0.4897 meV
1->2 frequency at zero field: 118.41 GHz
mean height n=1, formula: 11.458 nm
mean height n=1, from level slope: 11.458 nm
mean height n=2, formula: 45.832 nm
mean height n=2, from level slope: 45.832 nm
mean height n=3, formula: 103.123 nm
mean height n=3, from level slope: 103.127 nm
field unit F0: 1709.6 V/cm
second-order coefficient n=1, diagonalization: -1.500 (units 2 Z^2 Ry)
second-order coefficient n=2, diagonalization: -66.023 (units 2 Z^2 Ry)
linear tuning of 1->2: 0.8312 GHz per V/cm
quadratic coefficient of 1->2: -0.00697 GHz per (V/cm)^2
field for 1% quadratic/linear: 1.19 V/cm
1->2 shift at 1 V/cm, linear law: 0.831 GHz
1->2 shift at 1 V/cm, solved: 0.824 GHz
1->2 shift at 10 V/cm, linear law: 8.312 GHz
1->2 shift at 10 V/cm, solved: 7.760 GHz
1->2 shift at 50 V/cm, linear law: 41.558 GHz
1->2 shift at 50 V/cm, solved: 33.098 GHz
1->2 shift at 100 V/cm, linear law: 83.117 GHz
1->2 shift at 100 V/cm, solved: 58.889 GHz
1->2 shift at 1 V/cm, linear + quadratic: 0.824 GHz
1->2 shift at 10 V/cm, linear + quadratic: 7.615 GHz
\end{verbatim}
